# A spurious κ = +1 root in the Drake-Goldman basis: a program that tests the result

```python
# Radial Dirac-Coulomb Hamiltonian (hartree units, rest energy subtracted)
#   H = [[-Z/r, c(-d/dr+kappa/r)], [c(d/dr+kappa/r), -Z/r-2c^2]]
# in the basis r^(g+i) exp(-lam r), i<N, shared by P and Q; a=Z/c, gamma=sqrt(kappa^2-a^2).
# Tested: spectra for kappa and -kappa coincide; N roots < -2c^2, N roots >= c^2(gamma/|kappa|-1);
# for g=gamma positive root k bounds the Dirac level with k radial quanta; the lowest kappa=+1
# root equals the 1s root although the differential operator has no level there; for lam=Z it is
# (a, 1-gamma) x^gamma e^(-x/2) L_(N-1)^(2gamma)(x), x=2 lam r, residual 2 c lam sqrt(N/(2gamma-1)).
import numpy as np, mpmath as mp, sympy as sp
from functools import lru_cache
from numpy.polynomial import Polynomial as Poly
from scipy.constants import alpha, physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln

mp.mp.dps = 50
c = 1/alpha; Z = 32.0; a = Z/c
eV = physical_constants['Hartree energy in eV'][0]
gam = lambda k: float(np.sqrt(k*k - a*a))
level = lambda k, n: c*c*(1/np.sqrt(1 + (a/(gam(k) + n))**2) - 1)
g1 = gam(1)

# symbolic rotation, with kappa-gamma=s and kappa+gamma=a^2/s
sa, s, sc, e, sD, sR = sp.symbols('a s c e D R')
sk, sg = (sa**2/s + s)/2, (sa**2/s - s)/2
Hs = sp.Matrix([[sc-sa*sR-e, -sD+sk*sR], [sD+sk*sR, -sc-sa*sR-e]])
T = sp.Matrix([[sa, s], [s, sa]]); J = sp.Matrix([[0, 1], [-1, 0]])
target = sp.Matrix([[sD+sg*sR-sa*e/sg, -sc-e*sk/sg], [e*sk/sg-sc, sD-sg*sR+sa*e/sg]])
assert (T.inv()*J*Hs*T - target).applyfunc(sp.simplify) == sp.zeros(2, 2)

def elem(g, i, l1, j, l2, shift, mu=0.0):
    g, l1, l2 = mp.mpf(g), mp.mpf(l1), mp.mpf(l2)
    p = 2*g + i + j + shift + 1
    return (2*l1)**(g+i)*(2*l2)**(g+j)*mp.gamma(p)/(l1+l2+mu)**p
def delem(g, i, l1, j, l2):
    return (mp.mpf(g)+j)*elem(g, i, l1, j, l2, -1) - l2*elem(g, i, l1, j, l2, 0)
# matrix elements against quadrature with a complex-step derivative
for i, j, l1, l2 in [(0, 2, 32., 20.), (1, 0, 32., 32.)]:
    f = lambda r, n, l: (2*l*r)**(g1+n)*np.exp(-l*r)
    q = lambda h: quad(h, 0, 2, points=[.01, .05, .2], epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    qd = q(lambda r: f(r, i, l1)*f(r+1e-30j, j, l2).imag/1e-30)
    qr = q(lambda r: f(r, i, l1)*f(r, j, l2)*np.exp(-0.7*r)/r)
    assert abs(qd/float(delem(g1, i, l1, j, l2)) - 1) < 1e-8
    assert abs(qr/float(elem(g1, i, l1, j, l2, -1, 0.7)) - 1) < 1e-8

mat = lambda N, f: mp.matrix([[f(i, j) for j in range(N)] for i in range(N)])
tonp = lambda M: np.array(M.tolist(), dtype=float)
@lru_cache(None)
def ortho(g, N, l):
    return mp.inverse(mp.cholesky(mat(N, lambda i, j: elem(g, i, l, j, l, 0)))).T
@lru_cache(None)
def rmat(g, N, l1, l2, mu):
    return tonp(ortho(g, N, l1).T*mat(N, lambda i, j: elem(g, i, l1, j, l2, -1, mu))*ortho(g, N, l2))
@lru_cache(None)
def dmat(g, N, l1, l2):
    return tonp(ortho(g, N, l1).T*mat(N, lambda i, j: delem(g, i, l1, j, l2))*ortho(g, N, l2))
def dirac(k, N, lp, lq=None, g=None, mu=0.0):
    lq = lp if lq is None else lq
    g = gam(k) if g is None else g
    H = np.block([[-Z*rmat(g, N, lp, lp, mu), c*(-dmat(g, N, lp, lq) + k*rmat(g, N, lp, lq, 0.0))],
                  [c*(dmat(g, N, lq, lp) + k*rmat(g, N, lq, lp, 0.0)),
                   -Z*rmat(g, N, lq, lq, mu) - 2*c*c*np.eye(N)]])
    assert np.abs(H - H.T).max() < 1e-8
    return np.linalg.eigh(H)

# equal spectra, gap, bounds, closure and the quadratic eigenproblem
worst = 0.0
for k, N, lam, g in [(1, 3, 10., None), (1, 6, Z, None), (1, 8, 70., None), (2, 5, Z/2, None),
                     (2, 6, 40., None), (1, 6, Z, 1.3), (2, 4, 25., 1.0)]:
    Em, Ep = dirac(-k, N, lam, g=g)[0], dirac(k, N, lam, g=g)[0]
    worst = max(worst, np.abs(Em - Ep).max())
    assert np.abs(Em - Ep).max() < 1e-7
    assert Ep[N-1] < -2*c*c and Ep[N] > level(k, 0) - 1e-8
    if g is None:
        gk = gam(k); n = np.arange(N)
        assert all(Ep[N+m] > level(k, m) - 1e-8 for m in n)
        lh = 0.5*(gammaln(n + 2*gk + 1) - gammaln(n + 1))
        A = -2*lam*np.triu(np.exp(lh[:, None] - lh[None, :]), 1) - lam*np.eye(N)
        sgn = (-1.0)**(n[:, None] + n[None, :])
        assert np.abs(A*sgn - dmat(gk, N, lam, lam) + gk*rmat(gk, N, lam, lam, 0.0)).max() < 1e-9
        R = -(A + A.T)/(2*gk)
        z = np.linalg.eigvals(np.block([[0*A, np.eye(N)], [np.eye(N) + A.T@A/c**2, -2*a/c*R]]))
        assert np.abs(np.sort(c*c*(z.real - 1)) - Ep).max() < 1e-6
E2 = dirac(2, 5, Z/2)[0][5]
assert abs(E2 - level(2, 0)) < 1e-8

# Pruefer angle theta=atan(Q/P): mismatch crosses a multiple of pi at each true level
def mismatch(E, k):
    rhs = lambda t, y: k*np.sin(2*y) - (E*np.exp(t) + Z)/c - 2*c*np.exp(t)*np.sin(y)**2
    dec = np.sqrt(-E*(E + 2*c*c))/c
    o = dict(method='DOP853', rtol=1e-11, atol=1e-13)
    out = solve_ivp(rhs, [np.log(1e-8/Z), np.log(1/Z)], [np.arctan((k + gam(k))/a)], **o).y[0, -1]
    inw = solve_ivp(rhs, [np.log(40/dec), np.log(1/Z)], [np.arctan(-dec*c/(E + 2*c*c))], **o).y[0, -1]
    return out - inw
count = lambda k, lo, hi: int(np.floor(mismatch(lo, k)/np.pi) - np.floor(mismatch(hi, k)/np.pi))
shoot = lambda k, lo, hi: brentq(lambda E: np.sin(mismatch(E, k)), lo, hi, xtol=1e-10)
nm, npl = count(-1, -c*c, -200.), count(1, -c*c, -200.)
assert (nm, npl) == (1, 0) and count(1, -200., -100.) == 1 and count(-1, -200., -100.) == 1
S1, S2 = shoot(-1, -600., -200.), shoot(1, -200., -100.)
assert abs(S1 - level(1, 0)) < 1e-5 and abs(S2 - level(1, 1)) < 1e-5

def diagnose(k, N, lam):
    E, V = dirac(k, N, lam); C = tonp(ortho(g1, N, lam))
    p, qq = Poly(C@V[:N, N]), Poly(C@V[N:, N]); X = Poly([0, 1]); E0 = E[N]
    d = lambda u: 2*lam*(g1*u + X*u.deriv() - X*u/2)
    r1 = -2*lam*Z*p - E0*X*p + c*(2*lam*k*qq - d(qq))
    r2 = c*(d(p) + 2*lam*k*p) - 2*lam*Z*qq - (2*c*c + E0)*X*qq
    x, w = roots_genlaguerre(N + 2, 2*g1 - 2); rho = p(x)**2 + qq(x)**2
    assert abs(w@(x*x*rho)/(2*lam) - 1) < 1e-9
    L = eval_genlaguerre(N - 1, 2*g1, x); v = np.array([a, 1 - g1])/np.hypot(a, 1 - g1)
    ov = abs(w@(x*x*L*(v[0]*p(x) + v[1]*qq(x))))/np.sqrt(2*lam*(w@(x*x*L*L)))
    pv = p(np.linspace(1e-3, 6*N + 10, 20001))
    return dict(E=E, res=np.sqrt(w@(r1(x)**2 + r2(x)**2)/(2*lam)), r=w@(x**3*rho)/(2*lam)**2,
                ri=w@(x*rho), ov=ov, ratio=qq(0)/p(0), nodes=int(np.sum(pv[1:]*pv[:-1] < 0)))

print(f"Ge31+ point nucleus: Z = {Z:.0f}, c = {c:.6f} a.u., 2c^2 = {2*c*c:.3f} hartree")
print(f"a = Z/c = {a:.8f}, gamma = {g1:.8f}")
for n in range(3): print(f"Dirac level k={n}, |kappa|=1: {level(1, n):.6f} hartree")
print(f"1s level = {level(1, 0)*eV:.2f} eV; 2p1/2 level = {level(1, 1)*eV:.2f} eV")
print(f"shooting 1s = {S1:.6f} hartree, 2p1/2 = {S2:.6f} hartree")
print(f"true levels in (-c^2, -200 hartree): kappa=-1: {nm}, kappa=+1: {npl}")
print(f"largest |E(kappa)-E(-kappa)|, all shared bases = {worst:.1e} hartree")
Em, Ep = dirac(-1, 6, Z)[0], dirac(1, 6, Z)[0]
print("N=6, lam=Z=32/bohr: roots (hartree) kappa=-1, kappa=+1")
for m in range(4, 12): print(f"  root {m-6:+d}: {Em[m]:.6f}  {Ep[m]:.6f}")
print("lam=Z, kappa=+1: N, E0, E1, residual (hartree), <r> (bohr), nodes")
for N in (3, 6, 9, 12):
    u, t = diagnose(1, N, Z), diagnose(-1, N, Z)
    assert abs(u['E'][N] - level(1, 0)) < 1e-8 and abs(u['ov'] - 1) < 1e-9
    assert abs(u['res']/(2*c*Z*np.sqrt(N/(2*g1 - 1))) - 1) < 1e-8 and t['res'] < 1e-4
    assert abs(u['r']*2*Z/(2*N + 2*g1 - 1) - 1) < 1e-8 and u['nodes'] == N - 1
    assert abs(u['ri']*g1/Z - 1) < 1e-8 and abs(t['ri']*g1/Z - 1) < 1e-8
    assert abs(u['ratio'] - (1 - g1)/a) < 1e-8 and abs(t['ratio'] + (1 - g1)/a) < 1e-8
    print(f"  {N} {u['E'][N]:.6f} {u['E'][N+1]:.6f} {u['res']:.2f} {u['r']:.6f} {u['nodes']}")
assert abs(u['E'][13] - S2) < 1e-3
print(f"1s (N=12): residual {t['res']:.1e} hartree, <r> = {t['r']:.6f} bohr")
print(f"<1/r>: spurious {u['ri']:.6f}, 1s {t['ri']:.6f} 1/bohr")
print(f"Q/P at origin: spurious {u['ratio']:.6f}, 1s {t['ratio']:.6f}, regular kappa=+1 {(1+g1)/a:.6f}")
print("lam=Z/2=16/bohr, kappa=+1: N, E0, E0-E(1s), E1, E2 (hartree)")
last = np.inf
for N in (3, 6, 9, 12):
    E = dirac(1, N, Z/2)[0]
    assert abs(E[N] - dirac(-1, N, Z/2)[0][N]) < 1e-7 and level(1, 0) < E[N] < last
    last = E[N]
    print(f"  {N} {E[N]:.6f} {E[N]-level(1, 0):.2e} {E[N+1]:.6f} {E[N+2]:.6f}")
assert last - S1 < 1e-4 and abs(E[13] - S2) < 1e-4 and abs(E[14] - level(1, 2)) < 1e-4
print(f"kappa=+2, N=5, lam=Z/2: E0 = {E2:.6f}, 2p3/2 level = {level(2, 0):.6f} hartree")
print(f"power g=1.3, N=6, lam=Z: E0 = {dirac(-1, 6, Z, g=1.3)[0][6]:.6f}, "
      f"{dirac(1, 6, Z, g=1.3)[0][6]:.6f} hartree")
split = np.abs(dirac(1, 4, Z, 1.5*Z)[0] - dirac(-1, 4, Z, 1.5*Z)[0]).max()
assert split > 1e-2
print(f"unshared basis N=4, lamP=32, lamQ=48/bohr: max spectral difference {split:.3f} hartree")
mu = 0.1
ds = dirac(1, 6, Z, mu=mu)[0][6] - dirac(-1, 6, Z, mu=mu)[0][6]
pred = -Z*mu*mu*(6 - 1)/(2*Z)
assert abs(ds/pred - 1) < 0.03   # next term is of relative order mu*<r>, about 1 percent
print(f"Yukawa mu={mu}/bohr, N=6: E_spur-E_1s = {ds:.6f}, leading order {pred:.6f} hartree")
print("verified")
```

Output:

```
Ge31+ point nucleus: Z = 32, c = 137.035999 a.u., 2c^2 = 37557.730 hartree
a = Z/c = 0.23351528, gamma = 0.97235313
Dirac level k=0, |kappa|=1: -519.176806 hartree
Dirac level k=1, |kappa|=1: -130.245879 hartree
Dirac level k=2, |kappa|=1: -57.685206 hartree
1s level = -14127.52 eV; 2p1/2 level = -3544.17 eV
shooting 1s = -519.176806 hartree, 2p1/2 = -130.245879 hartree
true levels in (-c^2, -200 hartree): kappa=-1: 1, kappa=+1: 0
largest |E(kappa)-E(-kappa)|, all shared bases = 4.5e-11 hartree
N=6, lam=Z=32/bohr: roots (hartree) kappa=-1, kappa=+1
  root -2: -37912.207512  -37912.207512
  root -1: -37731.540222  -37731.540222
  root +0: -519.176806  -519.176806
  root +1: -129.638697  -129.638697
  root +2: -10.742977  -10.742977
  root +3: 250.594585  250.594585
  root +4: 1046.534698  1046.534698
  root +5: 4966.653175  4966.653175
lam=Z, kappa=+1: N, E0, E1, residual (hartree), <r> (bohr), nodes
  3 -519.176806 -84.195396 15628.84 0.108511 2
  6 -519.176806 -129.638697 22102.52 0.202261 5
  9 -519.176806 -130.241557 27069.95 0.296011 8
  12 -519.176806 -130.245861 31257.69 0.389761 11
1s (N=12): residual 2.9e-11 hartree, <r> = 0.046011 bohr
<1/r>: spurious 32.909854, 1s 32.909854 1/bohr
Q/P at origin: spurious 0.118394, 1s -0.118394, regular kappa=+1 8.446356
lam=Z/2=16/bohr, kappa=+1: N, E0, E0-E(1s), E1, E2 (hartree)
  3 -508.758459 1.04e+01 -130.245879 -14.186564
  6 -519.120975 5.58e-02 -130.245879 -57.571795
  9 -519.176642 1.65e-04 -130.245879 -57.685103
  12 -519.176806 3.89e-07 -130.245879 -57.685206
kappa=+2, N=5, lam=Z/2: E0 = -128.439234, 2p3/2 level = -128.439234 hartree
power g=1.3, N=6, lam=Z: E0 = -515.272564, -515.272564 hartree
unshared basis N=4, lamP=32, lamQ=48/bohr: max spectral difference 4507.780 hartree
Yukawa mu=0.1/bohr, N=6: E_spur-E_1s = -0.024693, leading order -0.025000 hartree
verified
```
